# Methane C 1s vibrational progression from the equivalent-core ion NH4+

## Problem

A photon removes a C 1s electron from a cold methane molecule. The photoelectron line is split because the ion can be left in different vibrational states. Predict the splitting and the relative intensities by treating the ion as if it were NH4+.

Take ionization to be sudden: the nuclei keep their initial wave function while the electronic state changes, and the electronic transition amplitude does not depend on geometry. The molecule starts in its vibrational ground state. Lifetime broadening and recoil are left out.

The data are frozen-core MP2 results for tetrahedral molecules with four equal bond lengths \(r\). \(V''\) is the second derivative of the energy with respect to this common \(r\), taken at the minimum. The basis is cc-pVTZ, uncontracted on the central atom. In cc-pVQZ both bond lengths shorten by about 0.001 Å, while their difference changes by only 0.0001 Å, \(F\) by 0.01 eV/Å, and the curvatures not at all in the digits shown.

- CH4: \(r_i=1.0852\) Å, \(V_i''=140.4\) eV/Å².
- NH4+: \(r_f=1.0209\) Å, \(V_f''=171.9\) eV/Å².
- Slope of the NH4+ curve at \(r_i\): \(F=9.08\) eV/Å.
- For the hydrogen mass \(m_H\): \(2m_H/\hbar^2=482.2\) eV⁻¹ Å⁻².

1. Which vibrations does the core hole drive to first order, and what mass belongs to them?
2. Suppose that ionization adds only a term linear in the coordinate to the vibrational Hamiltonian. Find the line positions and intensities.
3. Predict the spacing and the first four line weights. Does the NH4+ geometry suffice?
4. Repeat the intensity estimate from \(F\) instead of the bond lengths. Why do the two estimates differ, and which is better here?

## Hints

**Hint 1.** The hole sits on the one carbon atom, so the ion keeps tetrahedral symmetry at the methane geometry. Ask which sets of atomic displacements are unchanged by every symmetry operation.

**Hint 2.** Complete the square. Then write the lowering operator of the displaced oscillator in terms of that of the original one, and let it act on the initial ground state.

**Hint 3.** A displacement is a length. To compare it with the width of a vibrational wave function you also need a frequency. Line separations are differences between levels of the ion.

**Hint 4.** Expand the NH4+ curve about its own minimum, one order beyond the parabola.

## Solution

### 1. The driven mode

Seen from outside the 1s shell, a carbon nucleus with one 1s electron has net charge \(6-1=5\). A nitrogen nucleus with two 1s electrons has \(7-2=5\). The valence electrons therefore see nearly the same attraction. This is the equivalent-core approximation: apart from a constant, the NH4+ energy surface replaces that of the core-ionized molecule.

Both ions have a spatially non-degenerate, totally symmetric electronic state. Their energy is unchanged by the tetrahedral operations, and so is its gradient at a tetrahedral geometry. The gradient is a set of five vectors, one per atom. No nonzero vector at the centre survives all the rotations, so the central atom feels no force. The vector on each hydrogen must survive the threefold rotation about its own bond, so it lies along that bond. The operations that exchange hydrogens make the four lengths equal. One pattern remains, the breathing motion, in which all bonds stretch together.

In this motion the central atom is at rest and four hydrogens move with speed \(\dot r\):

\[
T=4\cdot\tfrac12 m_H\dot r^2=\tfrac12 M\dot r^2,\qquad M=4m_H .
\]

Replacing carbon by nitrogen therefore does not alter the mass. In atomic units (\(\hbar=1\)) define

\[
Q=\sqrt M\,(r-r_i),
\]

so that \(T=\tfrac12\dot Q^2\), and let \(P\) be the momentum conjugate to \(Q\).

The other vibrations have zero slope. If their frequencies and normal coordinates are also unchanged, they stay in their ground states and drop out.

### 2. Linear coupling

Measure energy from the minimum of the methane curve. The initial and final Hamiltonians are

\[
H_i=\tfrac12P^2+\tfrac12\omega^2Q^2,\qquad
H_f=H_i+E_v+\kappa Q .
\]

Here \(E_v\) is the vertical ionization energy, taken at fixed geometry \(Q=0\), and \(\kappa\) is the slope of the final surface there. Since \(dr/dQ=1/\sqrt M\), we have \(\kappa=F/\sqrt M\). Completing the square gives

\[
\tfrac12\omega^2Q^2+\kappa Q
=\tfrac12\omega^2(Q-Q_0)^2-\tfrac12\omega^2Q_0^2,
\qquad Q_0=-\frac{\kappa}{\omega^2}.
\]

A positive slope gives negative \(Q_0\): the bonds contract. Define the Huang-Rhys factor

\[
S=\tfrac12\omega Q_0^2=\frac{\kappa^2}{2\omega^3}.
\]

The constant \(-\tfrac12\omega^2Q_0^2\) is then \(-S\omega\). The zero-point energies are equal and cancel, so line \(n\) lies at ionization energy

\[
I_n=E_v-S\omega+n\omega .
\]

The linear term moves the whole ladder and leaves its spacing unchanged.

For the intensities, let \(a\) and \(b\) be the lowering operators of the initial and final oscillators:

\[
a=\sqrt{\tfrac{\omega}{2}}\,Q+\frac{iP}{\sqrt{2\omega}},\qquad
b=\sqrt{\tfrac{\omega}{2}}\,(Q-Q_0)+\frac{iP}{\sqrt{2\omega}}
=a+\beta,
\]

with \(\beta=-\sqrt{\omega/2}\,Q_0\) and hence \(\beta^2=S\). Because \(a|0_i\rangle=0\),

\[
b|0_i\rangle=\beta|0_i\rangle .
\]

The final states are \(|n_f\rangle=(b^\dagger)^n|0_f\rangle/\sqrt{n!}\). Therefore

\[
\langle n_f|0_i\rangle=\frac{\langle0_f|b^n|0_i\rangle}{\sqrt{n!}}
=\frac{\beta^n}{\sqrt{n!}}\,\langle0_f|0_i\rangle .
\]

In the sudden approximation the weight of line \(n\) is the square of this overlap, \(P_n=P_0S^n/n!\). The final states are complete, so the weights sum to one. Since \(\sum_nS^n/n!=e^S\), this fixes \(P_0=e^{-S}\):

\[
P_n=e^{-S}\frac{S^n}{n!}.
\]

The first intensity ratio is \(P_1/P_0=S\). The mean quantum number is

\[
\sum_n nP_n=e^{-S}S\sum_{n\ge1}\frac{S^{n-1}}{(n-1)!}=S .
\]

The mean line position is therefore \(E_v-S\omega+S\omega=E_v\), the vertical energy. For \(S\to0\) only the 0-0 line remains.

In terms of bond lengths, \(Q_0=\sqrt{4m_H}\,\Delta r\) with \(\Delta r=r_f-r_i\), so

\[
S=\tfrac12\omega\cdot4m_H(\Delta r)^2=2m_H\,\omega\,(\Delta r)^2 .
\]

### 3. Numbers

The geometry does not suffice. It gives \(\Delta r\), but both the spacing and \(S\) require a frequency. That comes from the curvature, \(\omega=\sqrt{V''/M}\). With \(\hbar\) restored, and \(\hbar^2/(4m_H)=1/(2\times482.2)\) eV Å²,

\[
\hbar\omega=\sqrt{\frac{\hbar^2V''}{4m_H}}=\sqrt{\frac{V''}{964.4}}\ \text{eV},
\]

where \(V''\) is in eV/Å². The two curvatures give

\[
\hbar\omega_i=\sqrt{\frac{140.4}{964.4}}\ \text{eV}=0.382\ \text{eV},\qquad
\hbar\omega_f=\sqrt{\frac{171.9}{964.4}}\ \text{eV}=0.422\ \text{eV}.
\]

Here the model meets its first limit. It assumes one frequency, but there are two. Since the spacing belongs to the ion, use \(\omega=\omega_f\). The predicted spacing is 0.42 eV, or about 3400 cm⁻¹. Strict linear coupling on the methane oscillator would give 0.38 eV. The increase comes from the larger curvature of the ion at its own minimum, which a linear term added to a harmonic oscillator cannot describe.

The bond change is \(\Delta r=1.0209-1.0852=-0.0643\) Å. Restoring \(\hbar\) in the formula for \(S\),

\[
S=\frac{2m_H}{\hbar^2}\,\hbar\omega_f(\Delta r)^2
=482.2\times0.422\times(0.0643)^2=0.84 .
\]

The weights follow in turn:

- \(P_0=e^{-0.84}=0.43\)
- \(P_1=0.84\,P_0=0.36\)
- \(P_2=0.84\,P_1/2=0.15\)
- \(P_3=0.84\,P_2/3=0.04\)

The prediction is a strong 0-0 line, a slightly weaker line 0.42 eV higher in ionization energy, and a rapidly falling tail. With the methane quantum instead, \(S\) would be 0.76. The choice of frequency alone thus moves \(S\) by about a tenth.

### 4. Slope or geometry?

From \(S=\kappa^2/(2\omega^3)\) and \(\kappa=F/\sqrt M\), with \(\hbar\) restored,

\[
S_F=\frac{\hbar^2}{4m_H}\,\frac{F^2}{2(\hbar\omega_f)^3}
=\frac{(9.08)^2}{964.4\times2\times(0.422)^3}=0.57 .
\]

For a parabola this would equal the geometric value. To find what is different, put \(x=r_i-r_f=0.0643\) Å and expand about the NH4+ minimum:

\[
V_f(r_f+x)=V_f(r_f)+\tfrac12V_f''x^2+\tfrac16V_f'''x^3+\dots
\]

\[
F=V_f''x+\tfrac12V_f'''x^2+\dots
\]

The first term of \(F\) is 11.06 eV/Å (from unrounded data). The computed NH4+ curve has \(V_f'''\approx-1070\) eV/Å³, negative because the curve softens as the bonds stretch, so the second term is \(-2.21\) eV/Å. The two together give 8.85 eV/Å, close to the actual 9.08 eV/Å: the cubic term slightly overshoots the missing slope of about 2.0 eV/Å, and higher terms give back the remainder. Since \(S\) is quadratic in the slope, the two estimates differ by the factor \((9.08/11.06)^2=0.67\).

To decide between them, the vibrational states were computed on the full CH4 and NH4+ breathing curves. The weights \(P_0\) to \(P_3\) are:

- full curves: 0.45, 0.39, 0.13, 0.02
- Poisson, from geometry: 0.43, 0.36, 0.15, 0.04
- Poisson, from slope: 0.57, 0.32, 0.09, 0.02

With \(\omega_f\) used in both, the geometric estimate is clearly closer to the full-curve result for the two main lines. This ranks the two estimates within the NH4+ model only, not against the real core-ionized molecule (see Variation 2). It makes the weak fourth line nearly twice too strong relative to the full-curve result. This verdict depends on the choice of frequency, because \(S_F\) varies as \(\omega^{-3}\). With the methane quantum, as in the strict linear-coupling Hamiltonian of part 2, \(S_F=(9.08)^2/(964.4\times2\times(0.382)^3)=0.77\). The weights are then 0.46, 0.36, 0.14, 0.04, closer to the full-curve result than the geometric ones for \(P_0\), \(P_2\) and \(P_3\), and slightly farther for \(P_1\).

The spacings on the full curve are 0.418 eV for 0-1 and 0.414 eV for 1-2. Relative to the harmonic 0.422 eV, anharmonicity thus lowers the first spacing by about one per cent and the second by about two. These are one-dimensional results; anharmonic coupling to the other vibrations is not included.

## Variation 1: two frequencies

**Question.** Keep both curves harmonic, but give them their own frequencies. How do \(P_0\) and \(P_1/P_0\) change?

**Solution.** In atomic units the two ground states are

\[
\psi_i=\left(\frac{\omega_i}{\pi}\right)^{1/4}e^{-\omega_iQ^2/2},\qquad
\psi_f=\left(\frac{\omega_f}{\pi}\right)^{1/4}e^{-\omega_f(Q-Q_0)^2/2}.
\]

Let \(\Sigma=\omega_i+\omega_f\) and \(\bar Q=\omega_fQ_0/\Sigma\). Completing the square in the exponent of the product,

\[
\omega_iQ^2+\omega_f(Q-Q_0)^2
=\Sigma(Q-\bar Q)^2+\frac{\omega_i\omega_f}{\Sigma}Q_0^2 .
\]

The Gaussian integral over \(Q\) is \(\sqrt{2\pi/\Sigma}\). Squaring the overlap gives

\[
P_0=\frac{2\sqrt{\omega_i\omega_f}}{\Sigma}
\exp\!\left(-\frac{\omega_i\omega_f}{\Sigma}Q_0^2\right).
\]

The first excited final state is \(\sqrt{2\omega_f}\,(Q-Q_0)\psi_f\). The product \(\psi_i\psi_f\) is a Gaussian centred at \(\bar Q\), so the average of \(Q-Q_0\) over it is \(\bar Q-Q_0=-\omega_iQ_0/\Sigma\). Hence

\[
\frac{P_1}{P_0}=\frac{2\omega_f\omega_i^2Q_0^2}{\Sigma^2}
=S\left(\frac{2\omega_i}{\Sigma}\right)^2,\qquad S=\tfrac12\omega_fQ_0^2 .
\]

Equal frequencies restore \(P_0=e^{-S}\) and \(P_1/P_0=S\). For the present data \(2\omega_i/\Sigma=2\times0.382/0.804=0.950\), so

\[
\frac{P_1}{P_0}=0.842\times(0.950)^2=0.76,\qquad P_0=0.45 .
\]

The frequency change lowers the ratio by about 10 per cent relative to \(S\). Going on to the full curves raises it to 0.85. The rise comes from the anharmonicity of the methane curve, which moves the initial wave function towards longer bonds. Anharmonicity in the ion curve alone would lower the ratio slightly. The closeness of the full-curve ratio 0.85 to \(S=0.84\) is thus a cancellation between the frequency change and the net effect of anharmonicity, and should not be expected of another molecule.

## Variation 2: a real core hole

**Question.** How much of the prediction depends on replacing the core-ionized carbon by nitrogen?

**Solution.** Compare NH4+ with a self-consistent calculation in which one C 1s electron is really missing. Both are done at the Hartree-Fock level, where methane has \(r=1.0820\) Å. In cc-pVQZ the CH4 and NH4+ lengths shorten by about 0.0005 Å and their difference changes by 0.0001 Å.

- NH4+: \(r=1.0098\) Å, \(\Delta r=-0.0722\) Å, harmonic quantum 0.442 eV.
- Core-hole ion: \(r=1.0278\) Å, \(\Delta r=-0.0543\) Å (from the unrounded lengths), harmonic quantum 0.438 eV.

The same formula for \(S\) gives

\[
S_{\mathrm{NH_4^+}}=482.2\times0.442\times(0.0722)^2=1.11,
\]

\[
S_{\mathrm{hole}}=482.2\times0.438\times(0.0543)^2=0.62 .
\]

The quanta agree to about one per cent. The contraction, however, is 33 per cent too large in NH4+, relative to the core-hole ion. Because \(S\) depends on its square, \(S\) is 79 per cent too large.

The full Hartree-Fock curves show the same thing. They give \(P_0=0.35\) and \(P_1=0.40\) for NH4+, but 0.56 and 0.34 for the core-hole ion. The equivalent core even puts the maximum on the wrong line at this level.

A possible reason lies inside the 1s shell, where the charge count of part 1 no longer holds. At distance \(\rho\) from the nucleus, the NH4+ core differs from the core-hole one by an extra proton and an extra 1s electron. If the 1s density is taken as the same in both, the extra potential energy of a valence electron is \(-1/\rho+J(\rho)\), where \(J\) is the repulsion by one 1s electron. It is attractive inside the shell and dies away exponentially outside it. That this extra attraction shortens the NH4+ bonds is a conjecture, not a result of the calculation.

The spacing of about 0.42 eV is therefore the firmer part of the MP2 prediction. It remains a one-dimensional value, without coupling to the other vibrations. The value \(S=0.84\) is too high. An unrestricted MP2 curve for the core-hole ion itself, in the same basis and with the 1s orbitals left out of the correlation, gives \(r\approx1.038\) Å, \(\Delta r\approx-0.047\) Å and a harmonic quantum of 0.423 eV. Then \(S\approx0.46\), and the full curves give weights of about 0.65, 0.29, 0.05 and 0.005. The equivalent core thus gets the spacing right but makes \(S\) nearly twice too large, so the intensities call for an energy curve of the core-hole ion itself.

The numerical check below tests the mode and its mass, the Poisson law, the level shift and the two-frequency formulas.

## Computed values

```
H mass: 1837.15 electron masses
2 m_H/hbar^2: 482.19 1/(eV angstrom^2)
MP2 curves
r(CH4): 1.0852 angstrom
r(NH4+): 1.0209 angstrom
bond change: -0.0643 angstrom
V'' of CH4 breathing: 140.42 eV/angstrom^2
V'' of NH4+ breathing: 171.85 eV/angstrom^2
harmonic quantum CH4: 0.3816 eV
harmonic quantum NH4+: 0.4221 eV
harmonic quantum NH4+, converted: 3405 cm^-1
S, geometry and NH4+ quantum: 0.8424 (no unit)
S, geometry and CH4 quantum: 0.7615 (no unit)
S*omega from geometry: 0.3556 eV
NH4+ energy drop r(CH4) to r(NH4+): 0.3121 eV
slope of NH4+ curve at r(CH4): 9.084 eV/angstrom
harmonic estimate of slope: 11.056 eV/angstrom
slope with cubic term: 8.845 eV/angstrom
S from slope: 0.5688 (no unit)
P1/P0, two-frequency formula: 0.7596 (no unit)
P1/P0, full curves: 0.8545 (no unit)
spacing 0-1, full curve: 0.4182 eV
spacing 1-2, full curve: 0.4144 eV
Line weights (fractions of total)
P0..P3, Poisson, geometry: 0.4307 0.3628 0.1528 0.0429
P0..P3, Poisson, slope: 0.5662 0.3220 0.0916 0.0174
P0..P3, two frequencies: 0.4488 0.3409 0.1472 0.0471
P0..P3, full MP2 curves: 0.4525 0.3867 0.1340 0.0242
Hartree-Fock comparison
r(CH4), HF: 1.0820 angstrom
r(NH4+), HF: 1.0098 angstrom
r(core-hole ion), HF: 1.0278 angstrom
bond change NH4+, HF: -0.0722 angstrom
bond change core hole, HF: -0.0543 angstrom
harmonic quantum CH4, HF: 0.3903 eV
harmonic quantum NH4+, HF: 0.4423 eV
harmonic quantum core hole, HF: 0.4382 eV
S NH4+, HF: 1.1119 (no unit)
S core hole, HF: 0.6225 (no unit)
spacing 0-1 NH4+, HF: 0.4387 eV
spacing 0-1 core hole, HF: 0.4347 eV
P0..P3, NH4+ HF curves: 0.3543 0.3959 0.1896 0.0509
P0..P3, core-hole HF curves: 0.5579 0.3403 0.0882 0.0125
vertical C 1s ionization, HF: 290.53 eV
Checks of mode and fit
breathing quantum, Hessian (6-31G): 0.34897 eV
breathing quantum, radial (6-31G): 0.34902 eV
radial share of gradient: 1.000000 (no unit)
fit error at 1.035 angstrom: 0.000026 eV
fit error at 1.34 angstrom: 0.006073 eV
```
